# The Fundamental Gap and the Jump of the Exchange-Correlation Potential: a numerical check

```python
"""
Result under test: fundamental gap = Kohn-Sham gap + jump of v_xc at integer N.
E(M): ground-state energy of M electrons; I = E(N-1)-E(N); A = E(N)-E(N+1).
Fundamental gap = I-A. Kohn-Sham gap = lowest empty minus highest filled level
of the noninteracting system that has the exact N-electron density.
F[n]: kinetic plus interaction energy; Ts[n]: noninteracting kinetic energy;
EH[n]: Hartree energy; Exc = F-Ts-EH; v_xc(i) = dExc/dn_i.
System: open chain of four sites, N = 4, site occupations n_i as the density.
All energies are in eV. F and Ts are found by numerical Legendre transforms.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import linprog, root

SITES, N = 4, 4
HOPPING, U_SITE, V_NEIGHBOUR = 1.0, 4.0, 1.0
v_ext = np.array([1.0, -1.0, 1.0, -1.0])
neighbours = np.eye(SITES, k=1) + np.eye(SITES, k=-1)
hop_matrix = -HOPPING * neighbours
repulsion = U_SITE * np.eye(SITES) + V_NEIGHBOUR * neighbours


def one_spin_space(count):
    """Occupations and hopping matrix for electrons of one spin."""
    configs = list(combinations(range(SITES), count))
    occ = np.array([[float(s in c) for s in range(SITES)] for c in configs])
    kinetic = np.zeros((len(configs), len(configs)))
    for a in range(len(configs)):
        for b in range(len(configs)):
            moved = np.nonzero(occ[a] - occ[b])[0]
            if len(moved) == 2 and moved[1] - moved[0] == 1:
                kinetic[a, b] = -HOPPING
    return occ, kinetic


def build_sector(electrons):
    """Lowest-spin-projection sector; it contains every multiplet."""
    occ_up, kin_up = one_spin_space((electrons + 1) // 2)
    occ_dn, kin_dn = one_spin_space(electrons // 2)
    occ = (occ_up[:, None, :] + occ_dn[None, :, :]).reshape(-1, SITES)
    kinetic = (np.kron(kin_up, np.eye(len(kin_dn)))
               + np.kron(np.eye(len(kin_up)), kin_dn))
    pair = 0.5 * (np.einsum('ai,ij,aj->a', occ, repulsion, occ)
                  - U_SITE * occ.sum(axis=1))
    return kinetic, pair, occ


sectors = [build_sector(m) for m in range(2 * SITES + 1)]


def ground_state(electrons, v):
    kinetic, pair, occ = sectors[electrons]
    levels, states = np.linalg.eigh(kinetic + np.diag(pair + occ @ v))
    return levels[0], states[:, 0] ** 2 @ occ


def interacting(number, v):
    """Energy and density of the ensemble of two adjacent integers."""
    low = int(np.floor(number + 1e-9))
    weight = number - low
    e_low, n_low = ground_state(low, v)
    e_high, n_high = ground_state(low + 1, v)
    return ((1 - weight) * e_low + weight * e_high,
            (1 - weight) * n_low + weight * n_high)


def noninteracting(number, v):
    levels, orbitals = np.linalg.eigh(hop_matrix + np.diag(v))
    filling = np.clip(number - 2 * np.arange(SITES), 0, 2)
    return filling @ levels, orbitals ** 2 @ filling


def legendre(density, solver, guess):
    """Potential (zero mean) giving the density, and E[v] - sum(v n)."""
    number = density.sum()

    def full(x):
        return np.append(x, -x.sum())

    def mismatch(x):
        return (solver(number, full(x))[1] - density)[:-1]

    start = (guess - guess.mean())[:-1]
    answer = root(mismatch, start, tol=1e-12)
    assert np.max(np.abs(mismatch(answer.x))) < 1e-9
    v = full(answer.x)
    return solver(number, v)[0] - v @ density, v


# Many-electron code against filled orbitals when the repulsion is off
kin4, _, occ4 = sectors[N]
free_many = np.linalg.eigvalsh(kin4 + np.diag(occ4 @ v_ext))[0]
assert abs(free_many - noninteracting(N, v_ext)[0]) < 1e-10

# Exact energies and densities
results = [ground_state(m, v_ext) for m in range(2 * SITES + 1)]
energy = np.array([r[0] for r in results])
dens = [r[1] for r in results]
ionization = energy[N - 1] - energy[N]
affinity = energy[N] - energy[N + 1]
fundamental_gap = ionization - affinity
assert np.min(np.diff(energy, 2)) > 0

# Ensemble minimum over all electron numbers against linear interpolation
counts = np.arange(2 * SITES + 1)
for number in (3.2, 3.7, 4.3, 4.5, 4.9):
    best = linprog(energy, A_eq=np.vstack([np.ones(len(counts)), counts]),
                   b_eq=[1.0, number], bounds=(0, 1), method='highs')
    assert best.success
    assert abs(best.fun - np.interp(number, counts, energy)) < 1e-7
    if number == 4.5:
        ensemble_mid = best.fun

# Exact Kohn-Sham potential and gap at exactly N electrons
mean_field = v_ext + repulsion @ dens[N] - 0.5 * U_SITE * dens[N]
_, v_ks = legendre(dens[N], noninteracting, mean_field)
ks_levels = np.linalg.eigvalsh(hop_matrix + np.diag(v_ks))
ks_gap = ks_levels[N // 2] - ks_levels[N // 2 - 1]


def functional_slopes(side, delta):
    """Site derivatives of F, Ts, Exc at N + side*delta electrons."""
    base = (1 - delta) * dens[N] + delta * dens[N + side]
    step = delta / 2
    slopes = np.zeros((3, SITES))
    for site in range(SITES):
        for sign in (1, -1):
            n = base.copy()
            n[site] += sign * step
            f_value = legendre(n, interacting, v_ext)[0]
            t_value = legendre(n, noninteracting, v_ks)[0]
            hartree = 0.5 * n @ repulsion @ n
            values = np.array([f_value, t_value, f_value - t_value - hartree])
            slopes[:, site] += sign * values / (2 * step)
    return base, slopes


deltas = (1e-3, 5e-4)
jumps, spreads, frontier, vxc_sides = [], [], [], []
for delta in deltas:
    n_minus, s_minus = functional_slopes(-1, delta)
    n_plus, s_plus = functional_slopes(1, delta)
    jump = s_plus - s_minus
    jumps.append(jump)
    spreads.append(np.ptp(jump[2]))
    vxc_sides = [s_minus[2], s_plus[2]]
    h_minus = hop_matrix + np.diag(v_ext + repulsion @ n_minus + s_minus[2])
    h_plus = hop_matrix + np.diag(v_ext + repulsion @ n_plus + s_plus[2])
    frontier = [np.linalg.eigvalsh(h_minus)[N // 2 - 1],
                np.linalg.eigvalsh(h_plus)[N // 2]]
    # Absolute frontier levels on the two sides of N
    assert abs(frontier[0] + ionization) < 1e-5
    assert abs(frontier[1] + affinity) < 1e-5
    # Jump of dF/dn is the fundamental gap on every site
    assert np.max(np.abs(jump[0] - fundamental_gap)) < 1e-5

# Linear extrapolation to delta = 0; remaining error is of order delta squared
limit = 2 * jumps[1] - jumps[0]
assert np.max(np.abs(limit[1] - ks_gap)) < 1e-4
assert np.max(np.abs(limit[2] - (fundamental_gap - ks_gap))) < 1e-4
assert abs(spreads[0] / spreads[1] - 2) < 0.1
xc_jump = limit[2].mean()


# Smooth functional: Exc = -(U/4) sum(n_i^2), solved self-consistently
def smooth_potential(n):
    return v_ext + repulsion @ n - 0.5 * U_SITE * n


def smooth_solution(number, start):
    def mismatch(n):
        return noninteracting(number, smooth_potential(n))[1] - n
    n = root(mismatch, start, tol=1e-12).x
    assert np.max(np.abs(mismatch(n))) < 1e-9
    v = smooth_potential(n)
    band = noninteracting(number, v)[0]
    total = (band - v @ n + v_ext @ n + 0.5 * n @ repulsion @ n
             - 0.25 * U_SITE * n @ n)
    return total, n


e_smooth, n_smooth = smooth_solution(N, dens[N])
levels_smooth = np.linalg.eigvalsh(
    hop_matrix + np.diag(smooth_potential(n_smooth)))
gap_smooth = levels_smooth[N // 2] - levels_smooth[N // 2 - 1]
step = 1e-3
one_sided = []
for side in (-1, 1):
    e1 = smooth_solution(N + side * step, n_smooth)[0]
    e2 = smooth_solution(N + 2 * side * step, n_smooth)[0]
    one_sided.append(side * (-3 * e_smooth + 4 * e1 - e2) / (2 * step))
slope_gap_smooth = one_sided[1] - one_sided[0]
assert abs(slope_gap_smooth - gap_smooth) < 1e-4
e_smooth_3 = smooth_solution(N - 1, dens[N - 1])[0]
e_smooth_5 = smooth_solution(N + 1, dens[N + 1])[0]
e_smooth_mid = smooth_solution(N + 0.5, 0.5 * (dens[N] + dens[N + 1]))[0]
difference_gap_smooth = e_smooth_3 + e_smooth_5 - 2 * e_smooth
bend_smooth = e_smooth_mid - 0.5 * (e_smooth + e_smooth_5)
assert bend_smooth < 0
assert difference_gap_smooth > gap_smooth


def row(values, digits=5):
    return ' '.join(f'{x:.{digits}f}' for x in values)


print(f'hopping = {HOPPING:.1f} eV')
print(f'on-site repulsion = {U_SITE:.1f} eV')
print(f'neighbour repulsion = {V_NEIGHBOUR:.1f} eV')
print('site energies (eV):', row(v_ext, 1))
for m in (3, 4, 5):
    print(f'E({m}) = {energy[m]:.6f} eV')
for m in (3, 4, 5):
    print(f'occupations, {m} electrons:', row(dens[m]))
print(f'smallest second difference of E(M) = {np.min(np.diff(energy, 2)):.5f} eV')
print(f'ensemble energy at 4.5 electrons = {ensemble_mid:.6f} eV')
print(f'I = {ionization:.5f} eV')
print(f'A = {affinity:.5f} eV')
print(f'fundamental gap I-A = {fundamental_gap:.5f} eV')
print('KS potential at N, zero mean (eV):', row(v_ks))
print('KS levels in that potential (eV):', row(ks_levels))
print(f'KS gap = {ks_gap:.5f} eV')
print(f'delta values (electrons): {deltas[0]:.4f} {deltas[1]:.4f}')
print('v_xc at N-delta, smaller delta (eV):', row(vxc_sides[0]))
print('v_xc at N+delta, smaller delta (eV):', row(vxc_sides[1]))
print('v_xc jump, larger delta (eV):', row(jumps[0][2]))
print('v_xc jump, smaller delta (eV):', row(jumps[1][2]))
print(f'spread over sites, larger delta = {spreads[0]:.6f} eV')
print(f'spread over sites, smaller delta = {spreads[1]:.6f} eV')
print('dF/dn jump, smaller delta (eV):', row(jumps[1][0]))
print('dTs/dn jump, delta to 0 (eV):', row(limit[1]))
print('v_xc jump, delta to 0 (eV):', row(limit[2]))
print(f'site mean of v_xc jump = {xc_jump:.5f} eV')
print(f'KS gap + v_xc jump = {ks_gap + xc_jump:.5f} eV')
print(f'v_xc jump / fundamental gap = {100 * xc_jump / fundamental_gap:.1f} %')
print(f'frontier level just below N = {frontier[0]:.5f} eV')
print(f'frontier level just above N = {frontier[1]:.5f} eV')
print(f'smooth functional: KS gap = {gap_smooth:.5f} eV')
print(f'smooth functional: slope jump = {slope_gap_smooth:.5f} eV')
print(f'smooth functional: E(3)+E(5)-2E(4) = {difference_gap_smooth:.5f} eV')
print(f'smooth functional: E(4.5) minus chord = {bend_smooth:.5f} eV')
print('success')
```

Running it gives:

```
hopping = 1.0 eV
on-site repulsion = 4.0 eV
neighbour repulsion = 1.0 eV
site energies (eV): 1.0 -1.0 1.0 -1.0
E(3) = -2.134729 eV
E(4) = 0.021395 eV
E(5) = 4.506688 eV
occupations, 3 electrons: 0.55139 1.14046 0.32136 0.98679
occupations, 4 electrons: 0.80964 1.16879 0.56163 1.45994
occupations, 5 electrons: 1.07721 1.50064 0.63596 1.78618
smallest second difference of E(M) = 0.74129 eV
ensemble energy at 4.5 electrons = 2.264041 eV
I = -2.15612 eV
A = -4.48529 eV
fundamental gap I-A = 2.32917 eV
KS potential at N, zero mean (eV): -0.16158 -0.46581 0.90453 -0.27714
KS levels in that potential (eV): -1.66861 -0.71781 0.48927 1.89715
KS gap = 1.20708 eV
delta values (electrons): 0.0010 0.0005
v_xc at N-delta, smaller delta (eV): -2.69434 -2.63788 -2.09593 -2.80359
v_xc at N+delta, smaller delta (eV): -1.57347 -1.51702 -0.97557 -1.68358
v_xc jump, larger delta (eV): 1.11966 1.11963 1.11863 1.11793
v_xc jump, smaller delta (eV): 1.12087 1.12086 1.12036 1.12001
spread over sites, larger delta = 0.001731 eV
spread over sites, smaller delta = 0.000866 eV
dF/dn jump, smaller delta (eV): 2.32917 2.32917 2.32917 2.32917
dTs/dn jump, delta to 0 (eV): 1.20708 1.20708 1.20708 1.20708
v_xc jump, delta to 0 (eV): 1.12209 1.12209 1.12209 1.12209
site mean of v_xc jump = 1.12209 eV
KS gap + v_xc jump = 2.32917 eV
v_xc jump / fundamental gap = 48.2 %
frontier level just below N = 2.15612 eV
frontier level just above N = 4.48529 eV
smooth functional: KS gap = 1.48877 eV
smooth functional: slope jump = 1.48877 eV
smooth functional: E(3)+E(5)-2E(4) = 2.60130 eV
smooth functional: E(4.5) minus chord = -0.14456 eV
success
```
